Parity at L and phonon-assisted absorption edges in germanium

**Question**

I am trying to show that the indirect transition in germanium, from the valence top at Γ to the conduction minimum at L, is allowed with LA and TO phonons and forbidden with TA and LO phonons. I know that the momentum operator is odd under inversion, so I expected a short parity argument, but I am stuck in three places.

First, the parity of a state at L seems to change when I move the inversion centre from one bond to another. How can it then decide anything? Second, I don't see how to find the parities of the four phonons without looking them up. Third, I have read that the "forbidden" edges still appear, but rise with a higher power of the photon energy above threshold. Where does that power come from, and does it survive when the electron and hole bind into an exciton?

**Answer**

Parity does decide it, provided that one inversion centre is used for electrons and phonons alike. I take the position of the minimum at L as given, treat the light in the dipole approximation, and work to first order in the atomic displacements.

**1. The inversion centre**

Let L = (2π/a)(½, ½, ½), and put the origin at the midpoint of a bond parallel to L. Atom A of the central cell is at −τ and atom B at +τ, with τ = (a/8)(1, 1, 1). Other cells are shifted by lattice vectors R. Because 2L is a reciprocal-lattice vector, −L is equivalent to L, and

exp(iL·R) = ±1.

Inversion about R/2 takes r to R − r, which is inversion about the origin followed by a translation by R. At L the translation multiplies the parity by exp(iL·R), which can be −1. That is the change you noticed. It multiplies the electron parity and the phonon parity at L by the same sign, so their product does not change. At Γ the factor is 1.

With the centre chosen here, a local empirical pseudopotential calculation for germanium gives

P_v = +1 (valence top at Γ), P_c = +1 (lowest conduction level at L).

The calculation omits spin-orbit coupling. That coupling splits the valence top but commutes with inversion, so the parity stays.

**2. The phonon parities**

Write the displacements in a mode at L as

u(R, A) = e_A exp(iL·R), u(R, B) = e_B exp(iL·R).

Inversion sends atom A of cell R to atom B of cell −R and reverses its displacement:

e_B′ exp(−iL·R) = −e_A exp(iL·R).

Since exp(2iL·R) = 1, this gives e_B′ = −e_A, and likewise e_A′ = −e_B. Hence

odd mode: e_B = e_A
even mode: e_B = −e_A.

To attach the names, consider the four bonds of an atom A. One is parallel to L and joins it to B in the same cell. The other three lead to cells with R = −(a/2)(0, 1, 1) and its permutations, for which exp(iL·R) = −1. The relative displacements d of the bond ends are therefore

parallel bond: d = e_B − e_A
other three: d = −e_B − e_A.

An odd mode with e_A = e_B = e has d = 0 on the parallel bond and −2e on the other three. An even mode with e_B = −e_A = e has 2e on the parallel bond and 0 on the others.

Give each bond a stretching spring α and a transverse spring β. If c is the cosine between e and a bond, a bond with |d| = 2|e| stores the energy

½·4e²[αc² + β(1 − c²)].

The greatest kinetic energy per cell is ½M·2e²ω². Equating it to the greatest potential energy gives

Mω² = 2 Σ [αc² + β(1 − c²)],

summed over the bonds that are deformed. For e parallel to L, c² is 1 on the parallel bond and 1/9 on each of the others. For e perpendicular to L, c² is 0 on the parallel bond and sums to 4/3 over the other three. So

even, transverse: Mω² = 2β
odd, longitudinal: Mω² = 2α/3 + 16β/3
even, longitudinal: Mω² = 2α
odd, transverse: Mω² = 8α/3 + 10β/3.

The lower transverse mode is TA and the upper is TO. The odd longitudinal mode is the lower one if 2α/3 + 16β/3 < 2α, that is, if α > 4β.

It remains to check that the lower longitudinal mode at L really belongs to the acoustic branch. For a wave vector q on the line from Γ to L, the three non-parallel bonds lead to cells with one common phase exp(iθ), θ = q·R, and the threefold symmetry separates longitudinal from transverse motion. For longitudinal motion the parallel bond acts with the spring α and the other three together with 3(α/9 + 8β/9) = α/3 + 8β/3. The 2×2 force matrix for e_A and e_B has the sum of these, 4α/3 + 8β/3, on the diagonal and −[α + (α/3 + 8β/3) exp(±iθ)] off it. Its eigenvalues, the two longitudinal branches of this model, are

Mω² = 4α/3 + 8β/3 ± |α + (α/3 + 8β/3) exp(iθ)|,

where θ runs from 0 to π in magnitude. The lower branch starts at zero, so it is acoustic. The branches could meet only at θ = π with α = 4β. For α > 4β they never cross, and the lower one at L is LA. The same argument holds for the transverse branches, whose two coupling terms, β and 4α/3 + 5β/3, differ for any positive springs.

Is α > 4β reasonable for germanium? The measured TA and TO energies at L are roughly 8 and 35 meV. In this model the squared ratio, about 19, equals 4α/(3β) + 5/3, which gives α/β of about 13. This fit uses the transverse modes only and overstates the margin. The measured longitudinal energies at L, about 27.5 and 30.4 meV, lie close together and would correspond to α/β of only about 5.5. A Keating model with the usual germanium constants gives the same order, with the odd mode about 1 meV below the even one. The condition holds in each case, though not by much, and

P(TA) = +1, P(LA) = −1, P(LO) = +1, P(TO) = −1.

If the transverse springs were stiff enough to violate the condition, LA and LO would exchange parities.

**3. The selection rule**

Let ε be the light polarization, p the momentum operator, δV the potential change due to the phonon, ħω the photon energy and ħΩ the phonon energy. For phonon emission, apart from a common factor,

M = Σ_m ⟨c|δV|m,Γ⟩⟨m,Γ|ε·p|v⟩ / (E_mΓ − E_v − ħω)
 + Σ_m ⟨c|ε·p|m,L⟩⟨m,L|δV|v⟩ / (E_mL − E_v + ħΩ).

In the first sum the photon acts first, in the second the phonon. Filled bands m belong in the sums too. For them the two events happen in the opposite order, which reverses the sign of the denominator by energy conservation, and the exchange of electrons supplies a second minus sign.

Now insert inversion on both sides of every operator. It maps the states at Γ among themselves, and those at L likewise, without changing their energies. It turns p into −p. It turns δV into P_ph δV, because inverting the distorted crystal inverts the displacement pattern. Each term therefore gives

M = P_c · P_ph · (−1) · P_v · M.

With P_v = P_c = +1 this is

(1 + P_ph) M = 0.

For TA and LO, P_ph = +1 and M must vanish. For LA and TO, P_ph = −1 and the condition reads 0 = 0, so parity permits M but does not prove it nonzero.

That last point needs a calculation. Summing both time orders in the pseudopotential model, over light polarizations, valence states and degenerate phonons, gives a TO strength 1.14 times the LA strength. The TA and LO strengths are below 10⁻²⁷ of the LA strength, which is rounding error. The value 1.14 becomes 1.15 with a larger plane-wave basis, and it depends on how the pseudopotential is interpolated between its form factors. It depends even more on the spacing of the conduction levels at Γ and L, which enters the small LA denominator: the model has 0.27 eV where germanium has about 0.15 eV, and imposing the smaller spacing lowers the ratio to about 0.2. The number therefore shows that both processes are present, not their measured ratio.

Phonon absorption obeys the same rule. Its threshold is E_g − ħΩ instead of E_g + ħΩ, and it disappears at low temperature as the phonon occupation goes to zero.

**4. Why a forbidden edge appears at all**

The zero holds at the band extrema. Let k_e be the electron's displacement from L and k_h the displacement of the emptied valence state from Γ. Inversion reverses both, so the amplitude for an even phonon is odd in them and starts with

M = a·k_e + b·k_h.

At the degenerate valence top, the coefficients may depend on the direction of k_h, but not on its length to leading order. In the model, a small displacement of either carrier along one general direction makes the TA and LO strengths grow with powers between 1.996 and 2.000, while the LA and TO strengths stay constant to leading order.

The phonon can take up any momentum difference, so k_e and k_h are independent. Let Δ be the photon energy above the threshold of the process considered. With a constant phonon energy near L and no Coulomb attraction,

α_abs(Δ) ∝ ∫d³k_e d³k_h |M|² δ(Δ − E_e − E_h).

Both kinetic energies are quadratic under scaling, even for warped valence bands. Put k = √Δ x for all six components. The volume element gives Δ³ and the delta function gives Δ⁻¹:

allowed, M constant: Δ³ · Δ⁻¹ = Δ²
forbidden, M linear: Δ³ · Δ⁻¹ · Δ = Δ³.

The extra power is the factor |M|² ∝ k² ∝ Δ. Direct sampling of the six-dimensional integral gives powers of 2.00 and 2.99 for parabolic bands, and 1.99 and 2.99 for a warped hole band.

**5. How weak is it?**

For parabolic bands, write the forbidden amplitude as M₀ Σ a_i k_i, where M₀ is the allowed amplitude and the a_i are lengths. Setting k_i = √(2m_iΔ/ħ²) y_i turns the energy surface into the unit sphere in six dimensions, where the average of y_i y_j is 1/6 for i = j and 0 otherwise. Thus, at equal Δ,

forbidden/allowed = Δ/W, with 1/W = (1/6) Σ 2m_i a_i²/ħ².

As an illustration with round parameters, take electron masses 0.1, 0.1 and 1.5, an isotropic hole mass 0.3 (in electron masses m₀), and every a_i = 2 Å. This length is assumed, not computed for germanium, so the numbers below only illustrate the form Δ/W. The ratio scales as the square of the length, and 2 Å is at the low end. A momentum coupling of about 10 eV Å across a gap of about 1 eV gives 10 Å, which would make the ratios below 25 times larger. In the pseudopotential model, displacing both carriers together gives TA and LO lengths, relative to the LA amplitude, between about 4 and 23 Å depending on mode and direction. A forbidden edge in germanium can therefore be much stronger than the ratios below suggest. The masses sum to 1.7 + 3 × 0.3 = 2.6. With ħ²/2m₀ = 3.81 eV Å²,

1/W = 2.6 × 4 / (6 × 3.81) eV⁻¹ = 0.455 eV⁻¹, so W = 2.20 eV.

The ratio is 0.0045 at Δ = 10 meV and 0.0091 at 20 meV. Over that interval the free-pair laws grow by 2² = 4 for the allowed process and 2³ = 8 for the forbidden one.

Equal Δ does not mean equal photon energy. With a round gap of 700 meV (germanium's is about 740 meV at low temperature), α = 120 N/m, β = 10 N/m and an atomic mass of 73 u, the emission thresholds are

TA: 708 meV (forbidden)
LA: 722 meV (allowed)
LO: 729 meV (forbidden)
TO: 736 meV (allowed).

At low temperature, the TA process therefore has the absorption to itself until the LA edge begins. In this model that window is about 13 meV, but the springs were matched only to the transverse energies, so the longitudinal thresholds and the width of the window are model values, not those of germanium. The LO edge starts on top of LA absorption that is already rising.

**6. With excitons**

For simple bands, let K be the total momentum of the pair (in wave-vector units) and κ the relative one. Then

k_e = s_e K + κ, k_h = −s_h K + κ, s_e + s_h = 1,

where s_e and s_h are the mass fractions. Averaging the linear amplitude over the exciton envelope φ(κ) gives

M = (s_e a − s_h b)·K ∫φ d³κ + (a + b)·∫κφ d³κ.

The 1s envelope is even, so the second integral vanishes and M ∝ K. The kinetic energy is quadratic in K, and only three momentum components remain free:

allowed: Δ^(3/2) · Δ⁻¹ = Δ^(1/2)
forbidden: Δ^(3/2) · Δ⁻¹ · Δ = Δ^(3/2).

Here Δ is measured from the 1s threshold, which lies below the free-pair threshold by the binding energy. When Δ doubles, these laws grow by factors of 1.41 and 2.83. They describe the 1s contribution alone. Higher excitons and free pairs add to it within a few meV of the edge in germanium, so the total allowed absorption soon grows faster than Δ^(1/2).

The higher power belongs to the 1s edge and should not be carried over to every exciton. A p exciton has an odd envelope, so the second integral can survive at K = 0. Even a TA or LO process then starts as Δ^(1/2) at the higher p threshold. The Δ² and Δ³ laws, for their part, need Δ very far above the binding energy E_b, yet small enough for quadratic bands and the leading term of M. Germanium offers no such range. For simple bands, the attraction changes the pair density at large relative energy E from √E to about √E + π√E_b. Integrating over the total momentum as well gives a leading relative correction of (16/3)√(E_b/Δ) at the allowed edge. For E_b = 4 meV this still exceeds 1 at Δ = 100 meV. By then M is not constant either, because the conduction level at Γ lies only about 0.15 eV above the one at L and the photon energy approaches the direct gap. With a binding energy of a few meV, as in germanium, the growth factors 4 and 8 in section 5 are therefore free-pair values, not what a measurement between 10 and 20 meV would show. The numerical output below lists the values used here.

Values computed for the example and the checks

```
Pseudopotential lattice constant: 5.66 angstrom
Form factors at G^2 = 3, 8, 11: -0.23, 0.01, 0.06 Ry
Plane waves at Gamma, L: 169, 168
Model conduction level at Gamma above valence top: 1.223 eV
Model conduction level at L above valence top: 0.953 eV
Parity, valence top at Gamma: +1
Parity, lowest conduction level at Gamma: -1
Parity, conduction level at L: +1
Same L level about another bond centre: -1
Springs, stretching and transverse: 120, 10 N/m
Model atomic mass: 73 u
Worked-example indirect gap: 700 meV
TA: parity +1, M omega^2 20.0 N/m, phonon 8.45 meV, emission edge 708.45 meV
LA: parity -1, M omega^2 133.3 N/m, phonon 21.83 meV, emission edge 721.83 meV
LO: parity +1, M omega^2 240.0 N/m, phonon 29.29 meV, emission edge 729.29 meV
TO: parity -1, M omega^2 353.3 N/m, phonon 35.54 meV, emission edge 735.54 meV
TA: band-edge strength relative to LA 1.71e-28
LA: band-edge strength relative to LA 1.00e+00
LO: band-edge strength relative to LA 8.34e-28
TO: band-edge strength relative to LA 1.14e+00
TA: power of strength in electron, hole displacement 2.000, 1.997
LA: power of strength in electron, hole displacement 0.000, -0.006
LO: power of strength in electron, hole displacement 2.000, 1.996
TO: power of strength in electron, hole displacement -0.000, 0.000
Sampled free-pair powers, allowed, forbidden: 2.00, 2.99
Sampled warped-band powers, allowed, forbidden: 1.99, 2.99
Counted 1s-exciton powers, allowed, forbidden: 0.502, 1.503
Electron masses: 0.1, 0.1, 1.5 electron masses
Hole mass: 0.3 electron masses
Linear coefficient per component: 2.0 angstrom
hbar^2/(2 electron mass): 3.8100 eV angstrom^2
Scale W: 2.198 eV
Integrated strength ratio up to 20 meV, sampled, formula: 0.00682, 0.00682
Forbidden/allowed free-pair absorption at 10 meV: 0.00455
Forbidden/allowed free-pair absorption at 20 meV: 0.00910
Free-pair growth from 10 to 20 meV, allowed, forbidden: 4, 8
1s-exciton growth from 10 to 20 meV, allowed, forbidden: 1.414, 2.828
```
